\section*{Exponential-Down Collision Kernels: Back Substitution, Symmetrisation and Negative Normalisation}

\section{The result}

Divide the internal energy of a molecule into bins $E_j=j\delta$, $j=0,\dots,N-1$, with equilibrium weights
\[
f_j=\rho_j e^{-\beta E_j}>0,\qquad \beta=\frac{1}{k_BT},\qquad q=e^{-\delta/\alpha},
\]
where $\rho_j$ is the density of states and $\alpha$ sets the decay of downward energy transfer. Let $P_{ij}$ be the probability that one collision takes bin $j$ to bin $i$. There is one matrix that has the form $P_{ij}=C_jq^{\,j-i}$ for $i\le j$, obeys detailed balance and has unit column sums. With $B_j=C_jf_j$ it follows from the downward recursion
\begin{equation}
B_j=q^2B_{j+1}+\frac{f_j-qf_{j+1}}{S_j},\qquad S_j=\sum_{k=0}^{j}q^k,\qquad B_N=f_N=0.
\label{rec}
\end{equation}
Nothing in the three requirements makes $C_j$ positive. It is negative exactly when the upward probabilities out of bin $j$, as dictated by detailed balance, add up to more than one. This cannot happen if, from bin $j$ upwards,
\begin{equation}
\frac{d\ln\rho}{dE}\le\beta+\frac1\alpha .
\label{local}
\end{equation}

The algebra is in atomic units; numbers are in eV. The model has energy as its only variable and a constant collision frequency $\omega$. Without reaction, the populations obey $dn/d\tau=(P-1)n$, where $\tau=\omega t$ counts collisions. Moves above the top bin are excluded.

\section{Why columns cannot be rescaled}

A direct attempt takes one constant $c$ for all downward moves, $p_{ij}=cq^{\,j-i}$ for $i\le j$, and fills in the upward moves by detailed balance, $p_{ij}f_j=p_{ji}f_i$. The column sums $D_j=\sum_ip_{ij}$ then differ from one, so each column is divided by its sum: $P_{ij}=p_{ij}/D_j$. This repairs normalisation and breaks detailed balance, because
\[
\frac{P_{ij}f_j}{P_{ji}f_i}=\frac{p_{ij}f_j}{p_{ji}f_i}\,\frac{D_i}{D_j}=\frac{D_i}{D_j}.
\]
The damage reaches the equilibrium state. Detailed balance of $p$ gives $\sum_jp_{ij}f_j=\sum_jp_{ji}f_i=D_if_i$, hence
\[
\sum_jP_{ij}(D_jf_j)=\sum_jp_{ij}f_j=D_if_i .
\]
The rescaled kernel therefore preserves $D_jf_j$ instead of the Boltzmann weights $f_j$.

The cure is to give each column its own constant $C_j$ and to impose both conditions together. For $i>j$, detailed balance gives
\[
P_{ij}=P_{ji}\frac{f_i}{f_j}=C_i\,q^{\,i-j}\frac{f_i}{f_j}.
\]
An upward move out of $j$ thus carries the constant of its \emph{upper} bin, so column $j$ contains $C_j$ and constants from higher bins only. That is why the solution starts at the top.

\section{Back substitution}

The equilibrium flux $K_{ij}=P_{ij}f_j$ puts both directions in one formula:
\begin{equation}
K_{ij}=B_{\max(i,j)}\,q^{|i-j|}=K_{ji}.
\label{flux}
\end{equation}
Multiplying the column-sum condition by $f_j$ gives
\begin{equation}
f_j=S_jB_j+U_j,\qquad U_j=\sum_{i>j}q^{\,i-j}B_i .
\label{norm}
\end{equation}
The first term collects elastic and downward moves, the second upward moves. The system is triangular with diagonal entries $S_j\ge1$, so its solution exists and is unique.

Summing $U_j$ afresh for every bin costs $O(N^2)$ operations. To avoid this, separate the term $i=j+1$:
\[
U_j=q\,(B_{j+1}+U_{j+1}).
\]
Equation (\ref{norm}) for bin $j+1$ gives $U_{j+1}=f_{j+1}-S_{j+1}B_{j+1}$, and $S_{j+1}=1+qS_j$. Therefore
\begin{align*}
B_{j+1}+U_{j+1}&=f_{j+1}-(S_{j+1}-1)B_{j+1}=f_{j+1}-qS_jB_{j+1},\\
U_j&=qf_{j+1}-q^2S_jB_{j+1}.
\end{align*}
Inserting this in (\ref{norm}) and dividing by $S_j$ yields (\ref{rec}). At the top bin it reduces to $B_{N-1}=f_{N-1}/S_{N-1}$, as it should. The cost is $O(N)$.

An error in $B_{j+1}$ enters $B_j$ multiplied by $q^2<1$. Relative to $f_j$ the factor is $q^2f_{j+1}/f_j$, which may exceed one where the weights rise steeply, so the absolute error of $C_j$, which this factor propagates, deserves a check there.

Two limits help to read the result. High above the ground bin $S_j\to1/(1-q)$, and the mean loss in a downward move, elastic events excluded, is
\[
\delta\,\frac{\sum_{k\ge1}kq^k}{\sum_{k\ge1}q^k}
=\delta\,\frac{q/(1-q)^2}{q/(1-q)}=\frac{\delta}{1-q}\;\longrightarrow\;\alpha\quad(\delta\to0).
\]
If also $f_{j+1}/f_j=r$ is constant with $q^2r<1$, then far below the top $C_j$ takes a constant value $C$. Dividing (\ref{rec}) by $f_j$ gives $C=q^2rC+(1-q)(1-qr)$, so
\[
C=\frac{(1-q)(1-qr)}{1-q^2r}.
\]
For a flat density of states, $r=e^{-\beta\delta}$, this is positive. It changes sign at $qr=1$, where the weights grow from bin to bin as fast as the exponential decays.

\section{When normalisation turns negative}

Equation (\ref{norm}) divided by $f_j$ reads $S_jC_j=1-U_j/f_j$, and $U_j/f_j$ is the total upward probability. This proves the sign rule. To see which densities of states cause trouble, iterate (\ref{rec}):
\begin{equation}
B_j=\sum_{m=j}^{N-1}q^{2(m-j)}\,d_m,\qquad d_m=\frac{f_m-qf_{m+1}}{S_m}.
\label{sum}
\end{equation}
If $f_m\ge qf_{m+1}$ for all $m\ge j$, no term is negative and the last is positive, so $B_j>0$. The condition is $\ln(f_{m+1}/f_m)\le\delta/\alpha$, which for small $\delta$ becomes (\ref{local}). A violation in one bin is not enough for a negative $C_j$, since positive terms from higher bins may outweigh it.

Suppose now that $\ln f$ is concave, so that $f_{m+1}/f_m$ falls with energy. If $B_j<0$, some $m\ge j$ has $f_m<qf_{m+1}$. By concavity every lower bin has the same property, and (\ref{rec}) then makes $B_{j-1}$ a sum of two negative terms. Hence the negative constants form one block that starts at the ground bin.

The continuum limit locates the edge of the block. Put $f_j=\delta f(E_j)$, $B_j=\delta^2b(E_j)$ and $S_j\simeq s(E_j)/\delta$ with $s(E)=\alpha(1-e^{-E/\alpha})$. To leading order
\[
f_m-qf_{m+1}\simeq\delta\left[f-\Big(1-\frac{\delta}{\alpha}\Big)(f+\delta f')\right]
\simeq\delta^2\left(\frac f\alpha-f'\right).
\]
Each $d_m$ is then $\delta^3(f/\alpha-f')/s$, and the sum over $m$ is $\delta^{-1}\int dx$. With the top of the grid moved to infinity, where $f$ vanishes,
\begin{equation}
b(E)=\int_E^\infty e^{-2(x-E)/\alpha}\,\frac{f(x)/\alpha-f'(x)}{s(x)}\,dx .
\label{cont}
\end{equation}
For log-concave $f$ the integrand is positive above the energy where (\ref{local}) becomes an equality. So $b$ is still positive at that crossing, and the onset of negative values lies below it.

The ground state needs care. For $x\ll\alpha$, $s(x)\simeq x$, and (\ref{cont}) behaves as $[f(0)/\alpha-f'(0)]\ln(\alpha/E)$ plus a finite part. On a fine enough grid the sign in the lowest bins is therefore decided by (\ref{local}) at $E=0$. For log-concave $f$ the local condition is most restrictive at $E=0$, and because the finite part is outweighed by a logarithm only, the largest safe $\alpha$ approaches this local value with a difference of order $1/\ln(\alpha/\delta)$.

\section{Symmetrisation and what the spectrum reveals}

The matrix $P$ is not symmetric, but with $D=\mathrm{diag}(\sqrt{f_j})$
\[
G=D^{-1}PD,\qquad G_{ij}=\frac{P_{ij}\sqrt{f_j}}{\sqrt{f_i}}=\frac{K_{ij}}{\sqrt{f_if_j}}
\]
is. It has the eigenvalues of $P$, which are thus real. Since $\sum_jK_{ij}=f_i$, the vector $\sqrt{f_i}$ belongs to eigenvalue 1. With orthonormal eigenvectors $v_k$ of $G$,
\[
n(\tau)=\sum_kDv_k\,e^{(\lambda_k-1)\tau}\,v_k^{T}D^{-1}n(0).
\]
A reactive loss $-k_jn_j$ is diagonal, commutes with $D$ and leaves the problem symmetric. The step requires $f_j>0$, so empty bins must first be removed or merged. It does not require $C_j>0$: successful symmetrisation is no evidence of a physical kernel.

The signs of the eigenvalues do carry information. Let $t_m$ have components $q^{\,m-i}$ for $i\le m$ and zero otherwise. With $M=\max(i,j)$,
\[
\sum_{m\ge M}d_m\,q^{\,m-i}q^{\,m-j}=q^{\,2M-i-j}\sum_{m\ge M}q^{2(m-M)}d_m=q^{|i-j|}B_M ,
\]
so $K=\sum_md_m\,t_mt_m^T$. The vectors $t_m$ form a triangular matrix with unit diagonal and are independent. By Sylvester's law of inertia $K$, and with it $G=D^{-1}KD^{-1}$, has as many negative eigenvalues as there are bins with $f_m<qf_{m+1}$. This counts local violations, not negative $C_j$.

An upper bound follows from the same decomposition. Let $F=\mathrm{diag}(f_j)$ and let $y$ be any real vector. Collecting the terms of $K$ that contain $f_m$, the part of $y^T(F-K)y$ proportional to $f_m$ for $m\ge1$ is
\[
a^2-\frac{(a+qg)^2}{1+q\sigma}+\frac{q\,g^2}{\sigma},
\qquad a=y_m,\quad g=t_{m-1}^Ty,\quad \sigma=S_{m-1},
\]
where $t_m^Ty=a+qg$ and $S_m=1+q\sigma$ were used. The coefficients of $a^2$, $ag$ and $g^2$ are
\[
\frac{q\sigma}{1+q\sigma},\qquad -\frac{2q}{1+q\sigma},\qquad
\frac q\sigma-\frac{q^2}{1+q\sigma}=\frac{q}{\sigma(1+q\sigma)},
\]
which form a perfect square. For $m=0$ the part is $y_0^2-y_0^2=0$. Hence
\begin{equation}
y^T(F-K)y=\sum_{m=1}^{N-1}f_m\frac{qS_{m-1}}{S_m}\,(y_m-\bar y_{m-1})^2\ge0,
\qquad \bar y_{m-1}=\frac{t_{m-1}^Ty}{S_{m-1}} .
\label{square}
\end{equation}
Here $\bar y_{m-1}$ is a weighted mean of $y$ over the lower bins. With $x=Dy$ the left side equals $x^T(1-G)x$, so no eigenvalue exceeds one. The form vanishes only for constant $y$, so eigenvalue 1 is simple.

This holds whatever the signs of $C_j$. Populations in continuous time relax to equilibrium even with an unphysical kernel, and a correct long-time limit does not expose the fault. There is no matching lower bound. If all $C_j\ge0$, $P$ is a stochastic matrix and $|\lambda|\le1$; otherwise eigenvalues below $-1$ are possible, and repeated application of $P$ then diverges for a general starting vector.

The fault shows at short times. Starting from bin $j$ alone, another bin $i$ has $dn_i/d\tau=P_{ij}$ at $\tau=0$, with the sign of $B_{\max(i,j)}$. Inside the negative block all transfers, up and down, have negative rates. The constant $C_0$ is an exception: it enters only the elastic element $P_{00}$, so if it alone is negative, the rates between different bins remain nonnegative.

\section{A model that fails at low energy}

Take 20 oscillators of quantum 0.05 eV with the smooth model density $\rho\propto(E+E_z)^{19}$, where $E_z=20\times0.05/2=0.5$ eV. Let $T=1500$ K, $\alpha=0.1$ eV, $\delta=0.01$ eV, and let the grid end at 6 eV. Then $\ln f$ is concave, $\beta=7.736$ eV$^{-1}$ and $\beta+1/\alpha=17.736$ eV$^{-1}$. At the ground state $d\ln\rho/dE=19/0.5=38$ eV$^{-1}$, so (\ref{local}) is violated. Equality is reached at
\[
E=\frac{19}{17.736}-0.5=0.571\ \text{eV}.
\]

The recursion gives these values:
\begin{center}
\begin{tabular}{rrr}
$E$ (eV) & $C_j$ & upward probability\\
0.00 & $-1.426$ & 2.426\\
0.01 & $-1.092$ & 3.080\\
0.20 & $-0.116$ & 2.066\\
0.40 & $-0.016$ & 1.170\\
0.50 & $0.002$ & 0.980\\
2.50 & $0.053$ & 0.439
\end{tabular}
\end{center}
The last step can be followed by hand. The weight ratio is $f_1/f_0=(0.51/0.50)^{19}e^{-0.07736}=1.348$, and $q=0.9048$, $S_0=1$. Thus
\[
C_0=q^2\frac{f_1}{f_0}C_1+1-q\frac{f_1}{f_0}
=1.104\times(-1.092)+1-1.220=-1.426 .
\]
The error factor relative to $f_j$ is 1.104 here, slightly above one. It does no harm: the recursion and a dense solution of the defining equations differ in $C_j$ by at most $1.6\times10^{-14}$.

There are 49 negative constants, up to 0.48 eV. Quadrature of (\ref{cont}) puts the onset at 0.487 eV (0.0179 hartree), below the local crossing as derived. The local condition fails in 57 bins, and diagonalisation finds 57 negative eigenvalues. In the eight bins between the two counts the local condition fails but $C_j$ is still positive.

Lower temperature helps through $\beta$. With the same $\alpha$ there are 30 negative bins at 1000 K, 9 at 600 K and none at 300 K. At 1500 K the local limit at the ground state is $\alpha=1/(38-7.736)=0.0330$ eV. The value at which $C_1$, and with it the first transition rate, turns negative is 0.0373, 0.0360, 0.0352 and 0.0343 eV for $\delta=0.02$, 0.01, 0.005 and 0.001 eV. This slow descent is the logarithmic approach found above; a threshold read from one grid is partly a property of that grid. At $\alpha=0.03$ eV all constants and all eigenvalues are positive. These thresholds belong to the smooth density, which understates the growth of the state count near the ground state. The exact degeneracies $\binom{n+19}{19}$ rise by a factor 20 in the first quantum, a slope of $\ln 20/0.05=60$ eV$^{-1}$ instead of 38 eV$^{-1}$. On a grid of one quantum they leave $C_0$ and $C_1$ negative even at $\alpha=0.03$ eV, and with $\alpha=0.1$ eV they leave $C_0$ negative even at 300 K.

For $\alpha=0.1$ eV the largest eigenvalue is 1, but the lowest is $-7.59$, and two lie below $-1$. The lowest value depends on the grid: it is $-8.02$ for $\delta=0.02$ eV and $-7.39$ for $\delta=0.005$ eV, while the count of two stays the same. Starting from 0.20 eV, after 0.05 collisions the lowest population is $-5.1\times10^{-3}$, at 0.22 eV, while the populations still sum to one. The order of magnitude follows from first order in $\tau$: the bin just below the start, at 0.19 eV, receives $0.05\times0.9048\times(-0.1156)=-5.2\times10^{-3}$. This is not the bin of the minimum. Compared bin by bin, first order overestimates the magnitude by about 15\%: the full result at 0.19 eV is $-4.5\times10^{-3}$, and the first-order value at 0.22 eV is $-5.8\times10^{-3}$.

\section{A repair that keeps both conditions}

Clipping negative constants to zero would spoil the column sums. Merging the $r$ bins of the negative block into one reservoir $R$ does not. Sum the weights and fluxes:
\[
f_R=\sum_{i<r}f_i,\qquad K_{RR}=\sum_{i,j<r}K_{ij},\qquad
K_{Rj}=\sum_{i<r}q^{\,j-i}B_j=q^{\,j-r+1}S_{r-1}B_j\quad(j\ge r).
\]
The merged flux matrix is symmetric and its row sums are the merged weights, so detailed balance and normalisation survive. Its off-diagonal elements contain only $B_j$ with $j\ge r$, which are nonnegative. The price is the assumption that the reservoir is internally in equilibrium; dynamics inside it are lost.

The relaxation gap $1-\lambda_2$, with $\lambda_2$ the second largest eigenvalue, is the minimum of $y^T(F-K)y/y^TFy$ over vectors with $\sum_jf_jy_j=0$. Merging restricts $y$ to be constant on $R$, so the gap cannot decrease. In the example the reservoir holds a fraction $1.4\times10^{-4}$ of the equilibrium population. The gap is 0.02287 per collision and rises by $5\times10^{-9}$. The last digits of the gap belong to this grid: it is 0.02280 for $\delta=0.02$ eV, 0.02288 for $\delta=0.005$ eV, and 0.02285 when the top is raised to 8 eV.

With this smallest reservoir one defect remains. The diagonal element $K_{RR}/f_R$ is $-0.306$, so the merged $P$ is still not a matrix of probabilities, although $P-1$ is a valid rate matrix. The reservoir is left at a rate of 1.306 per nominal collision on this grid; for $\delta$ between 0.02 and 0.0025 eV the value lies near 1.29 to 1.31. The same rate matrix can be written with a genuine probability kernel, $1+h(P-1)$, and collision frequency $\omega/h$, provided $h\le1/1.306$, which is just below 0.766: the reservoir's diagonal element is then $1-1.306h\ge0$, and all other elements are nonnegative as well. Alternatively the reservoir can be enlarged, since the formulas above hold for any $r$ that covers the negative block. In the example the diagonal element rises with $r$ and first becomes nonnegative at $r=59$ (bins up to 0.58 eV, equilibrium fraction $4.6\times10^{-4}$). The merged $P$ is then a matrix of probabilities at the nominal collision frequency.

The numerical check checks the recursion, the spectral statements and the merged kernel against calculations from the definitions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
oscillators 20, quantum 0.05 eV, E_z 0.5 eV
T 1500 K, k_B T 0.12926 eV, beta 7.7363 1/eV
alpha 0.1 eV, step 0.01 eV, top 6.0 eV, bins 601
q 0.904837, beta + 1/alpha 17.7363 1/eV
d ln rho/dE at E=0: 38.0000 1/eV
mean loss of downward moves from 2.5 eV: 0.10508 eV
flat-density plateau C: 0.063852, solved 0.063852
E (eV), C, upward probability:
  0.00  -1.425592  2.425592
  0.01  -1.092041  3.080160
  0.10  -0.302881  3.123322
  0.20  -0.115569  2.065725
  0.40  -0.016466  1.170163
  0.50   0.001889  0.980271
  1.00   0.035718  0.624683
  2.50   0.053433  0.438503
  6.00   0.095163  0.000000
max difference of C, recursion - dense: 1.6e-14
bins with negative C: 49
bins violating local condition: 57
local crossing energy: 0.57125 eV
continuum onset: 0.48730 eV = 0.017908 hartree
  step 0.02 eV: highest negative bin 0.480 eV
  step 0.01 eV: highest negative bin 0.480 eV
  step 0.005 eV: highest negative bin 0.485 eV
local ground-state limit on alpha: 0.03304 eV
  step 0.02 eV: critical alpha 0.03730 eV
  step 0.01 eV: critical alpha 0.03600 eV
  step 0.005 eV: critical alpha 0.03522 eV
  step 0.001 eV: critical alpha 0.03430 eV
  T 300 K: negative bins 0
  T 600 K: negative bins 9
  T 1000 K: negative bins 30
  T 1500 K: negative bins 49
  T 2000 K: negative bins 62
negative eigenvalues: 57
eigenvalues below -1: 2
lowest eigenvalue -7.593891, highest 1.000000000
alpha 0.03 eV: min C 0.066837, min eig 0.006678
start 0.20 eV, time 0.05 collisions:
  lowest population -5.0545e-03 at 0.22 eV
  sum of populations 1.000000000
reservoir equilibrium fraction: 1.3604e-04
reservoir diagonal entry: -0.305913
smallest off-diagonal entry after merging: 1.09e-28
relaxation gap per collision: full 0.02286664, merged 0.02286664
increase of gap on merging: 5.096e-09
\end{verbatim}
